# Why the Latter tail is not a functional derivative: a program that tests the result

```python
# RESULT UNDER TEST (Hartree atomic units, Be atom, exchange-only LDA):
# the Latter potential v_L = min(v_KS, -1/r) has a kink at the crossing radius,
# violates the virial theorem when used with the LDA energy, and is not the
# functional derivative of any functional: work around a density loop is not 0.
# Symbols: rho = 4 pi r^2 n (radial density), v_KS = -Z/r + v_H + v_x,
# T kinetic energy, V all potential energy including LDA exchange,
# a, b = number-conserving density changes, S = electrons moved on each side.
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.constants import physical_constants

Z = 4
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
P = 12                       # polynomial order in each radial element
TAIL = 5                     # first element outside the movable boundary

# Gauss-Lobatto nodes, weights, differentiation and integration matrices
unit = np.zeros(P + 1)
unit[P] = 1.0
X = np.concatenate(([-1.0], np.sort(leg.legroots(leg.legder(unit)).real), [1.0]))
W = 2.0 / (P * (P + 1) * leg.legval(X, unit) ** 2)
COEF = np.linalg.inv(leg.legvander(X, P))
DIFF = leg.legval(X, leg.legder(COEF)).T
CUMUL = leg.legval(X, leg.legint(COEF, lbnd=-1)).T


class Mesh:
    """Radial elements with one boundary at the chosen radius."""

    def __init__(self, boundary):
        edges = np.array([0, .2, .5, .8, 1.2, boundary, 3, 4, 5, 6, 8,
                          10, 13, 17, 22, 30], dtype=float)
        self.half = (np.diff(edges) / 2)[:, None]
        self.r = edges[:-1, None] + self.half * (X + 1)
        self.rs = self.r.copy()
        self.rs[0, 0] = self.r[0, 1]   # avoids 1/0; this node has no weight
        self.w = self.half * W
        count = len(edges) - 1
        self.index = np.arange(count)[:, None] * P + np.arange(P + 1)
        self.size = count * P + 1
        self.mass = np.bincount(self.index.ravel(), self.w.ravel())
        kinetic = np.zeros((self.size, self.size))
        local = 0.5 * DIFF.T @ (W[:, None] * DIFF)
        for e in range(count):
            kinetic[np.ix_(self.index[e], self.index[e])] += local / self.half[e, 0]
        root = np.sqrt(self.mass)
        self.kin = (kinetic / root[:, None] / root)[1:-1, 1:-1]

    def integral(self, f):
        return float(np.sum(self.w * f))

    def slope(self, f):
        return f @ DIFF.T / self.half

    def cumulative(self, f):
        part = self.half * (f @ CUMUL.T)
        before = np.concatenate(([0.0], np.cumsum(part[:-1, -1])))
        return part + before[:, None]

    def states(self, v):
        vg = np.bincount(self.index.ravel(), (self.w * v).ravel()) / self.mass
        eps, z = eigh(self.kin + np.diag(vg[1:-1]), subset_by_index=[0, 1])
        u = np.zeros((2, self.size))
        u[:, 1:-1] = z.T / np.sqrt(self.mass[1:-1])
        return eps, u[:, self.index]

    def hartree(self, rho):
        outer = self.cumulative(rho / self.rs)
        return self.cumulative(rho) / self.rs + outer[-1, -1] - outer

    def exchange(self, rho):
        return -np.cbrt(3 * rho / (4 * np.pi ** 2 * self.rs ** 2))

    def v_ks(self, rho):
        return -Z / self.rs + self.hartree(rho) + self.exchange(rho)


def scf(boundary, latter):
    m = Mesh(boundary)
    k = 1.9
    rho = 8 * 3.7 ** 3 * m.r ** 2 * np.exp(-7.4 * m.r)
    rho = rho + 2 * k ** 5 / 24 * m.r ** 4 * np.exp(-k * m.r)
    for _ in range(300):
        v = m.v_ks(rho)
        if latter:
            v[TAIL:] = -1 / m.r[TAIL:]
        eps, u = m.states(v)
        new = 2 * np.sum(u ** 2, axis=0)
        change = np.max(np.abs(new - rho))
        if change < 1e-8:
            return m, new, eps, u
        rho = rho + 0.4 * (new - rho)
    raise AssertionError("self-consistency not reached")


def energies(m, rho, u):
    t = m.integral(sum(m.slope(orbital) ** 2 for orbital in u))
    ext = -Z * m.integral(rho / m.rs)
    har = 0.5 * m.integral(rho * m.hartree(rho))
    ex = 0.75 * m.integral(rho * m.exchange(rho))
    return t, ext, har, ex


# Solver check on the hydrogen-like ion with the same nuclear charge
test_mesh = Mesh(2.0)
hyd, _ = test_mesh.states(-Z / test_mesh.rs)
assert np.allclose(hyd, [-Z ** 2 / 2, -Z ** 2 / 8], atol=1e-6)

# Ordinary LDA: virial theorem must hold
m0, rho0, eps0, u0 = scf(2.0, False)
t0, ext0, har0, ex0 = energies(m0, rho0, u0)
e0 = t0 + ext0 + har0 + ex0
virial0 = t0 + e0
assert abs(virial0) < 1e-5


# Latter tail: the mesh boundary is moved to the self-consistent crossing
def mismatch(boundary):
    m, rho, _, _ = scf(boundary, True)
    return boundary * m.v_ks(rho)[TAIL - 1, -1] + 1


rc = brentq(mismatch, 1.4, 2.8, xtol=1e-9)
m, rho, eps, u = scf(rc, True)
t, ext, har, ex = energies(m, rho, u)
e_tot = t + ext + har + ex
virial = t + e_tot
vks = m.v_ks(rho)
vl = np.minimum(vks, -1 / m.rs)
assert abs(vks[TAIL - 1, -1] + 1 / rc) < 1e-6
assert np.all(vks[:TAIL] < -1 / m.rs[:TAIL] + 1e-6)
assert np.all(vks[TAIL:] > -1 / m.rs[TAIL:] - 1e-6)
assert e_tot > e0            # LDA energy is minimal at the LDA density

# Kink: differentiated potential against Gauss law plus the LDA chain rule
slope_in = m.slope(vl)[TAIL - 1, -1]
slope_out = m.slope(vl)[TAIL, 0]
q_in = m.cumulative(rho)[TAIL - 1, -1]
rho_c = rho[TAIL - 1, -1]
log_slope = m.slope(rho)[TAIL - 1, -1] / rho_c - 2 / rc
vx_c = m.exchange(rho)[TAIL - 1, -1]
formula_in = (Z - q_in) / rc ** 2 + vx_c * log_slope / 3
jump = slope_out - slope_in
assert abs(jump - (1 / rc ** 2 - formula_in)) < 1e-4
assert abs(jump) > 0.01
smooth = m.slope(vks)[TAIL, 0] - m.slope(vks)[TAIL - 1, -1]
assert abs(smooth) < 1e-4    # v_KS itself has no kink there

# Virial: orbital relation survives, energy relation fails by the tail integral
stretch = m.slope(m.r * rho)
assert abs(2 * t + m.integral(vl * stretch)) < 1e-5
tail_integrand = rho * m.r * (1 / m.rs ** 2 - m.slope(vks))
defect = float(np.sum((m.w * tail_integrand)[TAIL:]))
assert abs(virial - defect) < 1e-5
assert abs(virial) > 1e-3


def latter_vx(density):
    v = m.v_ks(density)
    assert np.all(v[m.r <= 0.8] < -1 / m.rs[m.r <= 0.8])
    assert np.all(v[m.r >= 3.0] > -1 / m.rs[m.r >= 3.0])
    return np.minimum(v, -1 / m.rs) + Z / m.rs - m.hartree(density)


def virial_energy(density):
    return m.integral(latter_vx(density) * m.slope(m.r * density))


e_vir = virial_energy(rho)
assert abs(virial - (ex - e_vir)) < 1e-5


# Density changes built from smooth shells that each hold one electron
def shell(r, low, high):
    h = (high - low) / 2
    x = (r - (low + high) / 2) / h
    return np.where(np.abs(x) < 1, (1 - x ** 2) ** 3 * 35 / (32 * h), 0.0)


a = shell(m.r, 6, 8) - shell(m.r, 3, 5)
b = shell(m.r, 4, 6) - shell(m.r, 0.2, 0.8)
S = 0.1
assert abs(m.integral(a)) < 1e-10 and abs(m.integral(b)) < 1e-10
assert np.min(rho - S * shell(m.r, 3, 5) - S * shell(m.r, 0.2, 0.8)) > -1e-14
gx, gw = leg.leggauss(24)


def edge(vfun, start, direction):
    return sum(0.5 * S * wt * m.integral(
        vfun(start + 0.5 * S * (x + 1) * direction) * direction)
        for x, wt in zip(gx, gw))


def paths(vfun):
    a_first = edge(vfun, rho, a) + edge(vfun, rho + S * a, b)
    b_first = edge(vfun, rho, b) + edge(vfun, rho + S * b, a)
    return a_first, b_first


mean_inverse = (quad(lambda r: shell(r, 6, 8) / r, 6, 8)[0]
                - quad(lambda r: shell(r, 3, 5) / r, 3, 5)[0])
q_b = -quad(lambda r: shell(r, 0.2, 0.8), 0.2, 0.8)[0]
work_a, work_b = paths(latter_vx)
loop = work_a - work_b
loop_formula = S ** 2 * q_b * mean_inverse
assert abs(loop - loop_formula) < 1e-7
assert abs(loop) > 1e-4

# Controls: LDA, and an LDA potential capped at the density found at r = 4
lda_a, lda_b = paths(m.exchange)
loop_lda = lda_a - lda_b
cap = m.exchange(rho)[TAIL + 1, -1]


def capped_vx(density):
    return np.minimum(m.exchange(density), cap)


cap_a, cap_b = paths(capped_vx)
loop_cap = cap_a - cap_b
cap_slope = m.slope(capped_vx(rho))
cap_jump = cap_slope[TAIL + 2, 0] - cap_slope[TAIL + 1, -1]
assert abs(loop_lda) < 1e-7
assert abs(loop_cap) < 1e-5 and abs(cap_jump) > 0.01

# Energy defined through the virial: its gradient is not the Latter potential
step = 1e-3
gradient = (virial_energy(rho + step * a) - virial_energy(rho - step * a)) / (2 * step)
expected = m.integral(latter_vx(rho) * a)
extra = rc * rho_c * mean_inverse
assert abs(gradient - expected - extra) < 2e-3 * abs(extra)
assert abs(extra) > 0.01

print("Be atom, exchange-only LDA, nuclear charge Z =", Z)
print(f"LDA: 1s energy               {eps0[0]:.5f} hartree")
print(f"LDA: 2s energy               {eps0[1]:.5f} hartree")
print(f"LDA: kinetic energy T        {t0:.5f} hartree")
print(f"LDA: total energy            {e0:.5f} hartree")
print(f"LDA: 2T+V                    {virial0:.1e} hartree")
print(f"Latter: crossing radius r_c  {rc:.5f} bohr")
print(f"Latter: potential at r_c     {-1 / rc:.5f} hartree")
print(f"Latter: electrons inside r_c {q_in:.5f}")
print(f"Latter: rho at r_c           {rho_c:.5f} 1/bohr")
print(f"Latter: slope just inside    {slope_in:.5f} hartree/bohr")
print(f"Latter: slope just outside   {slope_out:.5f} hartree/bohr")
print(f"Latter: slope jump           {jump:.5f} hartree/bohr")
print(f"v_KS slope jump at r_c       {smooth:.1e} hartree/bohr")
for e in (TAIL, TAIL + 1, TAIL + 3):
    print(f"r = {m.r[e, -1]:.0f} bohr: v_KS {vks[e, -1]:.5f}, "
          f"v_L {vl[e, -1]:.5f} hartree")
print(f"Latter: 1s energy            {eps[0]:.5f} hartree")
print(f"Latter: 2s energy            {eps[1]:.5f} hartree")
print(f"Latter: kinetic energy T     {t:.5f} hartree")
print(f"Latter: nuclear attraction   {ext:.5f} hartree")
print(f"Latter: Hartree energy       {har:.5f} hartree")
print(f"Latter: LDA exchange energy  {ex:.5f} hartree")
print(f"Latter: total energy         {e_tot:.5f} hartree")
print(f"Latter minus LDA total       {e_tot - e0:.5f} hartree")
print(f"Latter: 2T+V from energies   {virial:.5f} hartree")
print(f"Latter: 2T+V tail integral   {defect:.5f} hartree")
print(f"Latter: 2T+V                 {virial * HARTREE_EV:.3f} eV")
print(f"Latter: ratio -V/T           {-(e_tot - t) / t:.5f}")
print(f"Virial-defined exchange      {e_vir:.5f} hartree")
print(f"Electrons moved per side S   {S:.2f}")
print(f"Inner charge of b            {q_b:.3f} electrons")
print(f"Integral of a/r              {mean_inverse:.6f} 1/bohr")
print(f"Work, a first then b         {work_a:.7f} hartree")
print(f"Work, b first then a         {work_b:.7f} hartree")
print(f"Loop work, Latter            {loop:.7f} hartree")
print(f"Loop work, formula           {loop_formula:.7f} hartree")
print(f"Loop work, Latter            {1000 * loop * HARTREE_EV:.2f} meV")
print(f"Loop work, LDA               {loop_lda:.1e} hartree")
print(f"Loop work, capped LDA        {loop_cap:.1e} hartree")
print(f"Capped LDA slope jump, r=4   {cap_jump:.5f} hartree/bohr")
print(f"Gradient of E_vir along a    {gradient:.5f} hartree")
print(f"Integral of v_x^L times a    {expected:.5f} hartree")
print(f"Difference, computed         {gradient - expected:.5f} hartree")
print(f"Difference, formula          {extra:.5f} hartree")
print("no test failed")
```

It prints:

```
Be atom, exchange-only LDA, nuclear charge Z = 4
LDA: 1s energy               -3.79318 hartree
LDA: 2s energy               -0.17003 hartree
LDA: kinetic energy T        14.22329 hartree
LDA: total energy            -14.22329 hartree
LDA: 2T+V                    5.3e-11 hartree
Latter: crossing radius r_c  2.00518 bohr
Latter: potential at r_c     -0.49871 hartree
Latter: electrons inside r_c 2.52187
Latter: rho at r_c           0.66040 1/bohr
Latter: slope just inside    0.43002 hartree/bohr
Latter: slope just outside   0.24871 hartree/bohr
Latter: slope jump           -0.18131 hartree/bohr
v_KS slope jump at r_c       4.5e-08 hartree/bohr
r = 3 bohr: v_KS -0.23827, v_L -0.33333 hartree
r = 4 bohr: v_KS -0.13390, v_L -0.25000 hartree
r = 6 bohr: v_KS -0.05182, v_L -0.16667 hartree
Latter: 1s energy            -3.87025 hartree
Latter: 2s energy            -0.25763 hartree
Latter: kinetic energy T     14.03435 hartree
Latter: nuclear attraction   -32.84453 hartree
Latter: Hartree energy       6.83559 hartree
Latter: LDA exchange energy  -2.23985 hartree
Latter: total energy         -14.21444 hartree
Latter minus LDA total       0.00885 hartree
Latter: 2T+V from energies   -0.18009 hartree
Latter: 2T+V tail integral   -0.18009 hartree
Latter: 2T+V                 -4.901 eV
Latter: ratio -V/T           2.01283
Virial-defined exchange      -2.05976 hartree
Electrons moved per side S   0.10
Inner charge of b            -1.000 electrons
Integral of a/r              -0.108584 1/bohr
Work, a first then b         0.0815668 hartree
Work, b first then a         0.0804810 hartree
Loop work, Latter            0.0010858 hartree
Loop work, formula           0.0010858 hartree
Loop work, Latter            29.55 meV
Loop work, LDA               -1.4e-17 hartree
Loop work, capped LDA        0.0e+00 hartree
Capped LDA slope jump, r=4   -0.04564 hartree/bohr
Gradient of E_vir along a    -0.05507 hartree
Integral of v_x^L times a    0.08878 hartree
Difference, computed         -0.14385 hartree
Difference, formula          -0.14379 hartree
no test failed
```
